\section*{Why reverse reading reveals trapped charge that forward reading hides}

\section*{Question}

A two-bit nitride cell is an n-channel transistor whose gate insulator contains a nitride layer. Electrons can be stored in the nitride beside either junction. Why does a group of them strongly reduce the current when the nearby junction is the source (reverse read), but much less when it is the drain at sufficient bias (forward read)?

\section*{Answer}

\subsection*{The barrier and the drain's reach}

Let $\phi$ be the silicon surface potential measured from the neutral p-type body. A conduction electron has potential energy $-q\phi$ plus a constant, so a low $\phi$ is a barrier to electrons. Stored negative charge lowers $\phi$ beneath it and raises such a barrier.

In reverse read the barrier stands beside the grounded source. Every electron must cross it to enter the channel, and the drain is too far away to lower it. In forward read the same charge lies inside the drain depletion region. The positive drain raises $\phi$ there, and if it does so enough, the potential rises steadily from channel to drain despite the stored charge. Electrons arriving from the source then meet no added barrier.

The charge has not gone, and its field is still present. What matters is whether the combined potential has a minimum on the electrons' path. This requires a calculation, because a drain field that merely reaches the charge may be too weak to remove the minimum.

\subsection*{From the gate stack to a lateral equation}

First consider subthreshold operation, where mobile electrons contribute negligible charge. Let $z$ be depth below the surface and $N_A$ the acceptor density. The depletion depth $X$ is held at its threshold value, where $\phi=2\phi_F$ and $\phi_F$ is the body Fermi potential:
\begin{equation}
X=\sqrt{\frac{4\varepsilon_s\phi_F}{qN_A}} .
\end{equation}
Take the potential at depth $z$ to be
\begin{equation}
\Phi(x,z)=\phi(x)\left(1-\frac zX\right)-\frac{qN_A}{2\varepsilon_s}z(X-z).
\end{equation}
It equals $\phi$ at the surface and zero at $z=X$, and its second depth derivative is $qN_A/\varepsilon_s$, as the acceptor charge requires. The approximation is that lateral variations keep a linear depth profile.

Let $C_{ox}$ be the insulator capacitance per area, $C_d=\varepsilon_s/X$, and $V_G$ the gate voltage measured from the erased flat band. A stored sheet $-qN_t$ makes the displacement above it larger by $qN_t$ than that below it. For a sheet at mid-nitride, the extra voltage between gate and sheet is
\begin{equation}
\Delta V=qN_t\left(\frac{t_{top}}{\varepsilon_{ox}}+\frac{t_N}{2\varepsilon_N}\right).
\end{equation}
Set $s(x)=1$ under the charge and $0$ elsewhere. The downward displacements entering the depletion layer at the top and leaving at the bottom are
\begin{align}
D_{top}&=C_{ox}(V_G-s\Delta V-\phi),\\
D_{bot}&=-\varepsilon_s\left.\frac{\partial\Phi}{\partial z}\right|_X
=C_d\phi-\frac{qN_AX}{2}.
\end{align}
The depth integral of $1-z/X$ is $X/2$, so the net lateral outflow per unit area is $-\varepsilon_sX\phi''/2$. Gauss's law equates total outflow to the enclosed charge:
\begin{equation}
-\frac{\varepsilon_sX}{2}\phi''+D_{bot}-D_{top}=-qN_AX .
\end{equation}
Insert the displacements, collect terms and divide by $C_{ox}+C_d$:
\begin{equation}
\lambda^2\phi''=\phi-\phi_0+Us(x),\qquad
\lambda^2=\frac{\varepsilon_sX}{2(C_{ox}+C_d)}, \label{lateral}
\end{equation}
where
\begin{equation}
m=1+\frac{C_d}{C_{ox}},\quad
\phi_0=\frac{V_G-qN_AX/(2C_{ox})}{m},\quad U=\frac{\Delta V}{m}.
\end{equation}
Here $\phi_0$ is the surface potential far from junctions and stored charge, $U$ is the drop under very wide charge in this model of fixed depletion depth, and $\lambda$ is the distance over which a lateral disturbance decays. A real depletion layer would shrink under very wide charge, making the drop smaller than $U$ when the charge is strong. Lateral flux within the insulator has been neglected.

\subsection*{When the minimum disappears}

Let $r$ be the distance from the junction beside the charge, which occupies $0<r<w$. Write $u=\phi-\phi_0$, and let $A$ be the value of $u$ at that junction. With built-in potential $V_{bi}$,
\begin{equation}
A_{rev}=V_{bi}-\phi_0,\qquad A_{fwd}=V_{bi}+V_D-\phi_0 .
\end{equation}
The two read directions differ, near the charge, in this boundary value alone.

To solve \eqref{lateral}, define
\begin{equation}
p(r)=\begin{cases}U[\cosh((w-r)/\lambda)-1],&r<w,\\0,&r>w.\end{cases}
\end{equation}
Under the charge $\lambda^2p''=p+U$. Both $p$ and $p'$ vanish at $r=w$, so $p$ joins smoothly to zero. Hence $u=p+H$, where $\lambda^2H''=H$ throughout the channel. At the charged junction,
\begin{equation}
H(0)=A-\delta,\qquad \delta=U\left[\cosh\frac w\lambda-1\right].
\end{equation}
The other boundary value is unchanged. Outside the charged region, forward-read charge therefore acts like a reduction of the drain voltage by $\delta$.

For a channel length $L\gg\lambda$, the solution near the charged junction is
\begin{equation}
u(r)=(A-\delta)e^{-r/\lambda}+p(r). \label{profile}
\end{equation}
If $A\ge\delta$, both terms are non-negative and neither increases with $r$. The potential falls steadily from the junction to the channel value, with no minimum below $\phi_0$. If $A<\delta$, $u$ is negative just beyond the charge, so a barrier exists. The condition for hiding in forward read is thus
\begin{equation}
V_D\ge V_D^*=U\left[\cosh\frac w\lambda-1\right]-(V_{bi}-\phi_0). \label{hide}
\end{equation}

\subsection*{How high the remaining barrier is}

Suppose $A<\delta$. Under the charge, expand the hyperbolic cosine in \eqref{profile} into exponentials:
\begin{align}
u&=Pe^{-r/\lambda}+Qe^{r/\lambda}-U,\\
Q&=\frac U2e^{-w/\lambda},\\
P&=A-\delta+\frac U2e^{w/\lambda}=A+U-Q .
\end{align}
The last equality uses $\delta=\frac U2(e^{w/\lambda}+e^{-w/\lambda})-U$. Setting $du/dr=0$ gives $e^{2r/\lambda}=P/Q$. At this point both exponential terms equal $\sqrt{PQ}$, so the extra barrier, expressed as a voltage, is
\begin{equation}
B=-u_{min}=U-2\sqrt{PQ}. \label{barrier}
\end{equation}
For $A\ge0$ the minimum lies at $r>0$, since $P>Q$. It lies at $r<w$ when $P<Qe^{2w/\lambda}$, which rearranges to $A<\delta$, the assumed case.

Two limits show the role of width. For $w\gg\lambda$, $Q$ tends to zero and $B$ tends to $U$, while $V_D^*$ grows as $(U/2)e^{w/\lambda}$. Broad charge cannot be hidden at a practical bias. For $w\ll\lambda$, $\delta\simeq Uw^2/(2\lambda^2)$. If this is below $V_{bi}-\phi_0$, even reverse read has no added barrier. The contrast between directions needs an intermediate width.

\subsection*{Why a short barrier controls the current}

Let $V_n(x)$ be the electron quasi-Fermi potential, rising from $0$ at the source to $V_D$ at the drain, and let $V_t=k_BT/q$. The electron sheet density is $N=N_0e^{(\phi-V_n)/V_t}$. The factor $N_0$ is proportional to the thickness of the electron layer. It is taken as constant, $N_0=(n_i^2/N_A)V_t/F_s$, with $n_i$ the intrinsic density and $F_s=qN_AX/\varepsilon_s$ the threshold surface field, since it varies far less than the exponential. The variation is not negligible for a current quoted as a number: in two dimensions the layer at the reverse-read barrier of the worked cell is about three times thicker than in the erased channel, so a constant $N_0$ understates the reverse current. For constant mobility $\mu$ and cell width $W$, the current magnitude is
\begin{equation}
I=q\mu WN\frac{dV_n}{dx}.
\end{equation}
Since $I$ is the same at every $x$, multiply by $e^{-\phi/V_t}$ and integrate along the channel:
\begin{equation}
I=q\mu WN_0V_t\,
\frac{1-e^{-V_D/V_t}}{\int_0^Le^{-\phi/V_t}\,dx}. \label{current}
\end{equation}
Low-potential regions dominate the denominator exponentially, so a barrier much shorter than the channel can limit the whole current. As $V_D\to0$, the two read directions have mirror-image potentials and equal integrals. The directional contrast therefore needs drain bias.

\subsection*{A worked cell}

Take a silicon cell with rough typical values: $L=250$ nm, $W=100$ nm, and bottom oxide, nitride and top oxide of 5, 6 and 9 nm. The relative permittivities of silicon, oxide and nitride are 11.7, 3.9 and 7.5. Let $N_A=5\times10^{17}$ cm$^{-3}$ and $T=300$ K. With an intrinsic density $n_i=10^{10}$ cm$^{-3}$, $\phi_F=V_t\ln(N_A/n_i)=0.458$ V. Taking the Fermi level of the heavily doped junctions at the conduction-band edge, and a gap $E_g=1.12$ eV, gives $V_{bi}=E_g/(2q)+\phi_F$. A stored density of $4\times10^{12}$ cm$^{-2}$ over 40 nm amounts to 160 electrons.

These values give $X=48.7$ nm, an equivalent oxide thickness of 17.1 nm, $m=2.055$ and $\Delta V=1.960$ V. Hence $U=1.960/2.055=0.954$ V and $\lambda=24.7$ nm. The slowest-decaying two-dimensional mode of the slab, with the insulator replaced by its equivalent oxide, has a decay length of 24.9 nm, which supports the value of $\lambda$. It does not fix the size of the junction's disturbance: in the two-dimensional model below, raising $V_D$ from 0.4 to 1.6 V lifts the surface potential 100 nm from the drain by 0.06 V, against 0.02 V in the lateral model.

Hold the gate at 2.650 V, which is 0.2 V below the nominal threshold $2\phi_F+qN_AX/C_{ox}=2.850$ V. Then $\phi_0=0.819$ V and $V_{bi}=1.018$ V, so $A_{rev}=0.199$ V. With $w/\lambda=1.621$,
\begin{align}
\delta&=0.954(2.629-1)=1.554\ \text{V},\\
V_D^*&=1.554-0.199=1.355\ \text{V}.
\end{align}
A read bias of 1.6 V exceeds this, so the forward barrier is zero in the lateral model.

For reverse read, $Q=0.0942$ V and $P=1.059$ V. Equation \eqref{barrier} gives
\begin{equation}
B_{rev}=0.954-2\sqrt{1.059\times0.0942}=0.322\ \text{V},
\end{equation}
or 0.322 eV for an electron. The minimum is 30 nm from the source. Its thermal factor $e^{-B_{rev}/V_t}$ is $10^{-5.4}$. This is not itself the current ratio, because \eqref{current} also contains the barrier's length.

In the lateral model, the drain disturbance in the erased channel falls to $V_t$ about 105 nm from the drain, well beyond the charge. Reach alone is nevertheless insufficient: charge 60 nm wide also lies within this distance, yet \eqref{hide} asks for 4.32 V, far above the read bias. This figure is a lateral estimate, and the two-dimensional results below show that such estimates can be much too high.

\subsection*{Above threshold}

Mobile electrons add $qN/(C_{ox}+C_d)$ to the right side of \eqref{lateral}. That equation was solved together with current continuity, using $\mu=300$ cm$^2$/Vs. Threshold is defined by a current of $10^{-7}W/L$ ampere, here 40 nA. The shifts from the erased cell at the same drain bias are:

\begin{center}
\begin{tabular}{ccc}
$V_D$ (V)&forward shift (V)&reverse shift (V)\\
0.05&1.115&1.140\\
0.80&0.268&0.968\\
1.60&0.033&0.978
\end{tabular}
\end{center}

The directions nearly agree at small bias. Raising $V_D$ to 1.6 V removes most of the forward shift but leaves a reverse shift near 1 V. As a control, charge 80 nm wide still gives a forward shift of 1.225 V at 1.6 V. Drain bias thus fails to hide broad charge, as \eqref{hide} predicts.

Now place the gate at 3.346 V, midway between the erased and reverse-read thresholds for $V_D=1.6$ V. In this lateral model the erased cell carries 1.66 $\mu$A. The programmed cell carries 1.12 $\mu$A in forward read and $1.85\times10^{-4}$ $\mu$A in reverse read, or 67\% and 0.011\% of the erased current. Reverse read separates the states clearly.

The charge is only largely hidden in forward read, since a third of the current is lost in this model. Condition \eqref{hide} does not exclude such a loss: it was derived without mobile electrons, and it concerns the absence of a potential minimum, not the equality of two currents.

\subsection*{The same contrast in two dimensions}

The lateral equation treats each junction as a boundary value at the surface. A separate subthreshold calculation solved the two-dimensional Poisson equation with holes, the real dielectric layers and junction walls 60 nm deep. The potential in the insulator was also fixed at both ends of the channel, at its values without stored charge, which weakens the effect of charge beside a junction. The gate was again at 2.650 V. The barrier was taken along the easiest path, including paths below the surface, and compared with the erased cell at the same $V_D$:

\begin{center}
\begin{tabular}{ccc}
$V_D$ (V)&forward barrier (eV)&reverse barrier (eV)\\
0.05&0.208&0.227\\
0.40&0.089&0.232\\
0.80&0.007&0.236\\
1.60&0.006&0.244
\end{tabular}
\end{center}

The forward barrier collapses and the reverse barrier remains. The residual 0.006--0.007 eV is a lowering of the mid-channel minimum, not a barrier at the charge. A finer mesh moves the entries by up to 0.002 eV. Letting the gate stack overlap the junctions, instead of fixing the insulator potential at the ends, raises the forward value at 0.4 V to 0.10 eV and the reverse value at 1.6 V to 0.26 eV, while the forward collapse by 0.8 V is unchanged. The slight rise in the last column comes from the reference: the erased minimum rises from 0.849 to 0.866 V, while the programmed reverse minimum, obtained by subtraction, stays at 0.622 V. The drain does not noticeably move the barrier beside the source.

The lateral model has the mechanism right but the bias wrong. In two dimensions the forward barrier has almost gone by 0.8 V, not 1.355 V. The two models differ in several ways: the two-dimensional one has deep junction walls, fixed insulator potentials at the channel ends, a depletion edge free to move and lateral flux in the insulator. The calculation does not separate their effects. The lateral reverse barrier at 1.6 V is also about 32\% above the two-dimensional value. The difference of 0.078 eV alone changes the thermal factor about twentyfold (with an overlapping gate stack the figures are 24\%, 0.062 eV and about elevenfold), so the reverse current of 0.011\% found above shows that the current is strongly blocked, but is probably much too low as a number.

\subsection*{Real cells and the limits of the estimate}

The layer thicknesses, the read bias between 1 and 2 V and the storage of some hundreds of electrons or fewer are roughly those of real two-bit nitride cells. Real stored charge has no sharp edge, and real junctions have graded doping. The width matters strongly, because it enters \eqref{hide} through an exponential: going from 40 to 60 nm at fixed sheet density moves the lateral estimate from 1.36 to 4.32 V. The calculated hiding bias is therefore not a design value for a cell whose charge profile is unknown.

Other omissions affect the numbers unequally. Quantum confinement, estimated at the threshold surface field, raises the lowest electron level by 0.091 eV for the heavy normal mass of silicon. If uniform, this would raise the gate threshold by less than $2.055\times0.091=0.19$ V, because the classical electron layer it replaces also has a finite mean energy in the surface field. Dividing the estimated saturation voltage of the erased cell, $(3.346-2.857)/2.055=0.24$ V, by $L$ gives an average field of 9.5 kV/cm. This is 0.14 of the rough velocity-saturation field $2v_{sat}/\mu$, with a saturation velocity $v_{sat}=10^7$ cm/s. The rest of the drain voltage falls near the drain, where the field is much larger, so the forward current is less certain than the existence of the contrast. A plane junction without stored charge would have a peak field of 0.64 MV/cm at 1.6 V, against a rough breakdown value of 0.92 MV/cm. Charge beside the drain steepens the potential there: the slope of \eqref{profile} at $r=0$ corresponds to about 1.0 MV/cm. The breakdown value applies to wide plane junctions, so this comparison does not settle whether the cell breaks down, but it warns that $V_D$ cannot be raised freely to improve hiding. At 358 K the same 0.322 eV barrier has a thermal factor of $10^{-4.5}$ instead of $10^{-5.4}$, so reverse read blocks current less strongly when hot.

The asymmetry is what allows two bits to be read. To sense the charge at one junction, that junction is made the source, and charge at the other then lies beside the drain, where its influence is reduced. The currents above are for one stored group at a time; with both present, the residual forward effect would have to be included. Further values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Channel length, cell width: 250, 100 nm
Bottom oxide, nitride, top oxide: 5, 6, 9 nm
Relative permittivity Si, oxide, nitride: 11.7, 3.9, 7.5
Acceptor and intrinsic density: 5.0e+17, 1.0e+10 cm^-3
Stored density and width: 4.0e+12 cm^-2, 40 nm
Stored electrons in cell: 160
Temperature, thermal voltage: 300 K, 0.02585 V
Mobility, read drain bias: 300 cm2/Vs, 1.6 V
Fermi potential, built-in potential: 0.4583, 1.0183 V
Depletion depth, equivalent oxide: 48.69, 17.12 nm
Gate divider m: 2.0549
Local gate shift, wide-charge drop U: 1.9598, 0.9538 V
Lateral length, lowest slab mode: 24.67, 24.89 nm
Nominal threshold, probe gate: 2.8503, 2.6503 V
Probe phi0, source offset: 0.8193, 0.1990 V
Equivalent drain-voltage loss delta: 1.5540 V
Hiding bias formula, numerical: 1.3550, 1.3547 V
Formal hiding bias for 60 nm charge: 4.32 V
Formal hiding bias for 80 nm charge: 11.08 V
Reverse extra barrier at 1.6 V: 0.3219 eV
Forward extra barrier at 0.4 V: 0.2123 eV
Forward barrier formula at 1.6 V: 0.0000 eV
Reverse minimum distance from source: 30.0 nm
Erased drain reach to one VT: 104.7 nm
Drift-diffusion/current-integral ratio: 1.00082
VD=0.05 V: erased VT 2.913, shifts forward 1.115, reverse 1.140 V
VD=0.80 V: erased VT 2.867, shifts forward 0.268, reverse 0.968 V
VD=1.60 V: erased VT 2.857, shifts forward 0.033, reverse 0.978 V
80 nm charge, forward threshold shift at 1.6 V: 1.225 V
Read gate voltage: 3.346 V
Read current erased: 1.656 uA
Read current forward: 1.116 uA
Read current reverse: 0.000185 uA
Forward/erased, reverse/erased: 0.6738, 1.117e-04
Electron correction to reverse barrier: 0.0001 eV
2D VD=0.05 V: erased minimum 0.849 V, extra forward 0.208, reverse 0.227 eV
2D VD=0.40 V: erased minimum 0.853 V, extra forward 0.089, reverse 0.232 eV
2D VD=0.80 V: erased minimum 0.858 V, extra forward 0.007, reverse 0.236 eV
2D VD=1.60 V: erased minimum 0.866 V, extra forward 0.006, reverse 0.244 eV
2D reverse-minimum grid change: 0.0006 V
Confinement, heavy/light normal mass: 0.091, 0.154 eV
Mid-channel density/2D thermal state density: 0.093
Channel field/velocity-saturation field: 0.143
Junction field, rough breakdown field: 0.636, 0.922 MV/cm
Bottom, top oxide field under charge: 0.386, 2.242 MV/cm
log10 bottom-oxide tunnelling probability: -25.4
log10 channel tunnelling, thermal factor: -69.9, -5.41
log10 thermal factor at 358 K, same barrier: -4.53
\end{verbatim}
